**Hidden spin polarization of a centrosymmetric Rashba bilayer**

The program diagonalizes a bilayer with Rashba constants $\pm\alpha$, interlayer hopping $t$ and in-plane wave vector $k$. It asserts that the total spin of the lower doublet vanishes while the two layers carry opposite spins of magnitude $p=\alpha k/\sqrt{\alpha^2k^2+t^2}$, in units of $\hbar/2$. Random Hamiltonians symmetric under combined inversion and time reversal test the general two-layer formula. Direct minimization of the lowest band tests the band-edge law $p=\sqrt{1-t^2/t_c^2}$ below $t_c=m\alpha^2/\hbar^2$, and its zero above. Further assertions cover the splitting by a layer bias, coherent detection, thermal occupation, lifetime broadening and a periodic stack of bilayers. For $\alpha k=100$ meV and $t=75$ meV the output gives $p=0.80$, with $p=0.70$ at the band minimum and $t_c=105$ meV. A separate atomic $p$-orbital estimate reduces the true in-plane layer spin to about 0.49.

## Program and output

```python
"""Hidden spin polarization of a centrosymmetric Rashba bilayer.

Result under test: the doublets of
  H = hbar^2 k^2/(2m) + alpha*tau_z*(ky*sigma_x - kx*sigma_y) + t*tau_x
have zero total spin, but each layer carries spin of magnitude
  p = alpha*k / sqrt((alpha*k)^2 + t^2), opposite on the two layers.
tau: layer (top = +1, bottom = -1); sigma: spin; t: interlayer hopping;
alpha: Rashba constant; k: in-plane wave vector.
Energies are in eV and lengths in nm unless a label says otherwise.
Layer spin means the sum over both states of a doublet, in units of hbar/2.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

one = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
pauli = [one, sx, sy, sz]
top, bottom = np.diag([1, 0]), np.diag([0, 1])

alpha = 0.2             # eV nm
mass_ratio = 0.2        # m / m_e
k_ref = 0.5             # 1/nm
t_ref = 0.075           # eV
spacing = 0.7           # nm
hbar2_over_m = const.hbar**2 / (mass_ratio * const.m_e * const.e) * 1e18
k_boltz = const.k / const.e


def hamiltonian(kx, ky, t, bias=0.0, warp=0.0):
    kinetic = 0.5 * hbar2_over_m * (kx**2 + ky**2)
    field = alpha * (ky * sx - kx * sy) + warp * (kx**3 - 3*kx*ky**2) * sz
    return (kinetic * np.eye(4) + np.kron(sz, field)
            + t * np.kron(sx, one) + 0.5 * bias * np.kron(sz, one))


def projector(h, lower=True):
    vec = np.linalg.eigh(h)[1]
    vec = vec[:, :2] if lower else vec[:, 2:]
    return vec @ vec.conj().T


def layer_spin(h, layer, lower=True):
    proj = projector(h, lower)
    return np.array([np.trace(proj @ np.kron(layer, s)).real
                     for s in (sx, sy, sz)])


def p_formula(k, t):
    return alpha * k / np.hypot(alpha * k, t)


# Symmetry: which layer-spin products survive inversion times time reversal?
pt = np.kron(sx, 1j * sy)
allowed = set()
for i in range(4):
    for j in range(4):
        mat = np.kron(pauli[i], pauli[j])
        if np.allclose(pt @ mat.conj() @ pt.conj().T, mat):
            allowed.add((i, j))
assert np.allclose(pt @ pt.conj(), -np.eye(4))
assert allowed == {(0, 0), (1, 0), (2, 0), (3, 1), (3, 2), (3, 3)}

# General two-layer Hamiltonians: random matrices made PT symmetric.
rng = np.random.default_rng(4)
for _ in range(20):
    a = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    a = a + a.conj().T
    h = 0.5 * (a + pt @ a.conj() @ pt.conj().T)
    e = np.linalg.eigvalsh(h)
    g = np.array([np.trace(h @ np.kron(sz, s)).real / 4
                  for s in (sx, sy, sz)])
    hop = abs(h[0, 2])
    size = np.sqrt(g @ g + hop**2)
    assert np.allclose([e[1]-e[0], e[3]-e[2], e[2]-e[1]], [0, 0, 2*size])
    assert np.allclose(layer_spin(h, top), -g / size)
    assert np.allclose(layer_spin(h, bottom), g / size)
    assert np.allclose(layer_spin(h, top, False), g / size)

# Rashba bilayer: direction, magnitude, cancellation and decay.
kx, ky = k_ref * np.cos(0.7), k_ref * np.sin(0.7)
axis = np.array([ky, -kx, 0]) / k_ref
helicity = axis[0] * sx + axis[1] * sy
hops = np.array([0, 10, 25, 50, 75, 100, 200, 400, 800]) / 1000
p_scan = []
for t in hops:
    h = hamiltonian(kx, ky, t)
    upper_layer, lower_layer = layer_spin(h, top), layer_spin(h, bottom)
    assert np.allclose(upper_layer, -p_formula(k_ref, t) * axis)
    assert np.allclose(upper_layer + lower_layer, 0)
    p_scan.append(np.linalg.norm(upper_layer))


def p_numeric(t):
    return -layer_spin(hamiltonian(kx, ky, t), top) @ axis


t_half = brentq(lambda t: p_numeric(t) - 0.5, 0.01, 1.0)
assert abs(t_half - np.sqrt(3) * alpha * k_ref) < 1e-9
t_big = 100 * alpha * k_ref
assert abs(p_numeric(t_big) * t_big / (alpha * k_ref) - 1) < 1e-4

h_ref = hamiltonian(kx, ky, t_ref)
p_ref = p_numeric(t_ref)
energies = np.linalg.eigvalsh(h_ref)
root = 0.5 * (energies[2] - energies[1])
vec = np.linalg.eigh(h_ref)[1][:, :2]
spin_z = np.linalg.eigvalsh(vec.conj().T @ np.kron(one, sz) @ vec)
assert np.allclose(spin_z, [-t_ref / root, t_ref / root])

# Band minimum: minimize the lowest eigenvalue directly.
t_crit = alpha**2 / hbar2_over_m


def lowest(k, t):
    return np.linalg.eigvalsh(hamiltonian(k, 0, t))[0]


edge_scan = []
for t in hops:
    grid = np.linspace(0, 2, 401)
    values = [lowest(k, t) for k in grid]
    best = int(np.argmin(values))
    if best == 0:
        k_edge = 0.0
        p_edge = 0.0
    else:
        fit = minimize_scalar(lowest, args=(t,), method="bounded",
                              bounds=(grid[best-1], grid[best+1]),
                              options={"xatol": 1e-9})
        k_edge = fit.x
        p_edge = np.linalg.norm(layer_spin(hamiltonian(k_edge, 0, t), top))
    expected = np.sqrt(max(0, 1 - (t / t_crit)**2))
    assert abs(p_edge - expected) < 1e-4
    edge_scan.append(p_edge)
    if t == t_ref:
        k_edge_ref = k_edge

# A layer energy difference turns hidden polarization into a real splitting.
field = 0.1 * 1e8 * 1e-9       # 0.1 MV/cm expressed in V/nm
bias = field * spacing
e_bias = np.linalg.eigvalsh(hamiltonian(kx, ky, t_ref, bias))
splitting = e_bias[1] - e_bias[0]
closed = (np.hypot(alpha*k_ref + bias/2, t_ref)
          - np.hypot(alpha*k_ref - bias/2, t_ref))
assert abs(splitting - closed) < 1e-12
assert abs(splitting / (p_ref * bias) - 1) < (bias / root)**2

# Coherent, depth-sensitive detection of the lower doublet.
escape = 0.5                  # nm
w = np.exp(-spacing / escape)


def detected(phase):
    amp = np.array([1, np.sqrt(w) * np.exp(1j * phase)])
    detector = np.outer(amp, amp.conj())
    proj = projector(h_ref)
    return (np.trace(proj @ np.kron(detector, helicity))
            / np.trace(proj @ np.kron(detector, one))).real


for phase in np.linspace(0, np.pi, 7):
    denominator = 1 + w - 2*np.sqrt(w)*np.cos(phase)*t_ref/root
    assert abs(detected(phase) + p_ref*(1-w)/denominator) < 1e-12
weights = np.diag([1, w])
incoherent = -(np.trace(projector(h_ref) @ np.kron(weights, helicity))
               / np.trace(projector(h_ref) @ np.kron(weights, one))).real
assert abs(incoherent - p_ref * (1-w) / (1+w)) < 1e-12

# Thermal occupation at fixed sheet density.
density = 0.1                 # 1/nm^2 = 1e13 1/cm^2
k_grid = np.linspace(0, 6, 6001)
kin_grid = 0.5 * hbar2_over_m * k_grid**2
root_grid = np.hypot(alpha * k_grid, t_ref)


def occupations(mu, temp):
    return (expit((mu - kin_grid + root_grid) / (k_boltz * temp)),
            expit((mu - kin_grid - root_grid) / (k_boltz * temp)))


def sheet_density(mu, temp):
    return np.trapezoid(k_grid * sum(occupations(mu, temp)), k_grid) / np.pi \
        if hasattr(np, "trapezoid") else \
        np.trapz(k_grid * sum(occupations(mu, temp)), k_grid) / np.pi


thermal = {}
for temp in (10, 300):
    mu = brentq(lambda x: sheet_density(x, temp) - density, -1, 1)
    f_low, f_high = occupations(mu, temp)
    texture = np.sum(k_grid * p_formula(k_grid, t_ref) * (f_low - f_high))
    mean = texture / np.sum(k_grid * (f_low + f_high))
    thermal[temp] = (mu, mean)
    e, v = np.linalg.eigh(h_ref)
    fermi = expit((mu - e) / (k_boltz * temp))
    rho = (v * fermi) @ v.conj().T
    direct = np.trace(rho @ np.kron(top, helicity)).real
    assert abs(direct + p_ref * (fermi[0] - fermi[3])) < 1e-12
k_fermi = np.sqrt(2 * np.pi * density)
assert -t_ref < thermal[10][0] < t_ref
assert abs(lowest(k_fermi, t_ref) - thermal[10][0]) < 1e-3

# Lifetime broadening from the matrix Green function.
gamma = 0.025                 # half width, eV
green = np.linalg.inv((energies[0] + 1j*gamma) * np.eye(4) - h_ref)
spectral = (green.conj().T - green) / (2j * np.pi)
broadened = -(np.trace(spectral @ np.kron(top, helicity))
              / np.trace(spectral @ np.kron(top, one))).real
ratio = gamma**2 / (4*root**2 + gamma**2)
assert abs(broadened - p_ref * (1-ratio) / (1+ratio)) < 1e-12

# Hexagonal warping, and absence of net layer spin after summing over angle.
warp = 0.1                    # eV nm^3
warped = layer_spin(hamiltonian(k_ref, 0, t_ref, warp=warp), top)
angles = 2 * np.pi * np.arange(24) / 24
net = sum(layer_spin(hamiltonian(k_ref*np.cos(b), k_ref*np.sin(b), t_ref,
                                 warp=warp), top) for b in angles)
assert np.linalg.norm(net) < 1e-10

# Bulk stack: real-space ring of bilayers, alternating hoppings t and t_next.
t_next, cells = 0.025, 24
hop = np.zeros((2*cells, 2*cells))
for j in range(cells):
    for a, b, val in ((2*j, 2*j+1, t_ref),
                      (2*j+1, (2*j+2) % (2*cells), t_next)):
        hop[a, b] = hop[b, a] = val
signs = np.diag(np.tile([1, -1], cells))
stack = np.kron(hop, one) + alpha * k_ref * np.kron(signs, helicity)
filled = np.linalg.eigh(stack)[1][:, :2*cells]
site = filled[:2, :] @ filled[:2, :].conj().T
p_bulk = -np.trace(site @ helicity).real
q = 2 * np.pi * np.arange(cells) / cells
p_q = p_formula(k_ref, abs(t_ref + t_next * np.exp(1j * q)))
assert abs(p_bulk - p_q.mean()) < 1e-10

# True spin of a p_z-derived doublet mixed with p_x, p_y by atomic coupling.
soc, crystal = 1.2, 1.0       # eV
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
atom = np.kron(np.diag([crystal, crystal, 0]), one).astype(complex)
for i, s in enumerate((sx, sy, sz)):
    atom += 0.5 * soc * np.kron(-1j * eps[i], s)
pair = np.linalg.eigh(atom)[1][:, :2]
spin_factor = np.linalg.eigvalsh(
    pair.conj().T @ np.kron(np.eye(3), sx) @ pair)[1]
pz_weight = np.sum(abs(pair[4:, :])**2) / 2
assert abs(spin_factor - pz_weight) < 1e-10

print(f"Rashba constant alpha: {alpha:.3f} eV nm")
print(f"effective mass: {mass_ratio:.2f} m_e")
print(f"hbar^2/m: {hbar2_over_m:.4f} eV nm^2")
print(f"reference wave vector k: {k_ref:.2f} 1/nm")
print(f"Rashba energy alpha*k: {1000*alpha*k_ref:.1f} meV")
print(f"reference hopping t: {1000*t_ref:.1f} meV")
print(f"half gap between doublets: {1000*root:.1f} meV")
print(f"layer polarization p at reference: {p_ref:.4f}")
print(f"projected sigma_z eigenvalue: {spin_z[1]:.4f}")
print(f"hopping where p = 1/2: {1000*t_half:.1f} meV")
print(f"critical hopping t_c for band edge: {1000*t_crit:.1f} meV")
print(f"band-edge wave vector at reference t: {k_edge_ref:.4f} 1/nm")
for t, p_k, p_e in zip(hops, p_scan, edge_scan):
    print(f"t = {1000*t:.0f} meV: p at k = {p_k:.4f}, p at edge = {p_e:.4f}")
print(f"layer separation: {spacing:.2f} nm")
print(f"internal field: {field*10:.2f} MV/cm")
print(f"layer energy difference U: {1000*bias:.2f} meV")
print(f"doublet splitting, diagonalized: {1000*splitting:.3f} meV")
print(f"doublet splitting, p*U: {1000*p_ref*bias:.3f} meV")
print(f"probe escape depth: {escape:.2f} nm")
print(f"intensity weight w of bottom layer: {w:.4f}")
print(f"apparent polarization, incoherent: {incoherent:.4f}")
print(f"apparent polarization, phase 0: {-detected(0):.4f}")
print(f"apparent polarization, phase pi: {-detected(np.pi):.4f}")
print(f"sheet density, both layers: {density*1e14:.1e} 1/cm^2")
print(f"zero-temperature Fermi wave vector: {k_fermi:.4f} 1/nm")
print(f"p at Fermi wave vector: {p_formula(k_fermi, t_ref):.4f}")
for temp, (mu, mean) in thermal.items():
    print(f"{temp} K: thermal energy = {1000*k_boltz*temp:.2f} meV")
    print(f"{temp} K: chemical potential = {1000*mu:.1f} meV")
    print(f"{temp} K: mean texture amplitude per electron = {mean:.4f}")
print(f"lifetime half width: {1000*gamma:.1f} meV")
print(f"polarization with lifetime broadening: {broadened:.4f}")
print(f"warping constant: {warp:.2f} eV nm^3")
print(f"warped layer spin, magnitude: {np.linalg.norm(warped):.4f}")
print(f"warped layer spin, in-plane part: {np.hypot(*warped[:2]):.4f}")
print(f"p with hopping raised 10 percent: {p_numeric(1.1*t_ref):.4f}")
print(f"hopping to next bilayer: {1000*t_next:.1f} meV")
print(f"bulk stack p, mean over q: {p_bulk:.4f}")
print(f"bulk stack p, smallest and largest: {p_q.min():.4f}, {p_q.max():.4f}")
print(f"atomic spin-orbit constant: {soc:.2f} eV")
print(f"p-orbital crystal splitting: {crystal:.2f} eV")
print(f"in-plane true-spin factor: {spin_factor:.4f}")
print(f"true layer spin estimate, factor*p: {spin_factor*p_ref:.4f}")
print("every check passed")
```

Output:

```
Rashba constant alpha: 0.200 eV nm
effective mass: 0.20 m_e
hbar^2/m: 0.3810 eV nm^2
reference wave vector k: 0.50 1/nm
Rashba energy alpha*k: 100.0 meV
reference hopping t: 75.0 meV
half gap between doublets: 125.0 meV
layer polarization p at reference: 0.8000
projected sigma_z eigenvalue: 0.6000
hopping where p = 1/2: 173.2 meV
critical hopping t_c for band edge: 105.0 meV
band-edge wave vector at reference t: 0.3673 1/nm
t = 0 meV: p at k = 1.0000, p at edge = 1.0000
t = 10 meV: p at k = 0.9950, p at edge = 0.9955
t = 25 meV: p at k = 0.9701, p at edge = 0.9712
t = 50 meV: p at k = 0.8944, p at edge = 0.8793
t = 75 meV: p at k = 0.8000, p at edge = 0.6998
t = 100 meV: p at k = 0.7071, p at edge = 0.3046
t = 200 meV: p at k = 0.4472, p at edge = 0.0000
t = 400 meV: p at k = 0.2425, p at edge = 0.0000
t = 800 meV: p at k = 0.1240, p at edge = 0.0000
layer separation: 0.70 nm
internal field: 0.10 MV/cm
layer energy difference U: 7.00 meV
doublet splitting, diagonalized: 5.599 meV
doublet splitting, p*U: 5.600 meV
probe escape depth: 0.50 nm
intensity weight w of bottom layer: 0.2466
apparent polarization, incoherent: 0.4835
apparent polarization, phase 0: 0.9263
apparent polarization, phase pi: 0.3271
sheet density, both layers: 1.0e+13 1/cm^2
zero-temperature Fermi wave vector: 0.7927 1/nm
p at Fermi wave vector: 0.9039
10 K: thermal energy = 0.86 meV
10 K: chemical potential = -55.7 meV
10 K: mean texture amplitude per electron = 0.7721
300 K: thermal energy = 25.85 meV
300 K: chemical potential = -53.4 meV
300 K: mean texture amplitude per electron = 0.8173
lifetime half width: 25.0 meV
polarization with lifetime broadening: 0.7843
warping constant: 0.10 eV nm^3
warped layer spin, magnitude: 0.8022
warped layer spin, in-plane part: 0.7960
p with hopping raised 10 percent: 0.7714
hopping to next bilayer: 25.0 meV
bulk stack p, mean over q: 0.7925
bulk stack p, smallest and largest: 0.7071, 0.8944
atomic spin-orbit constant: 1.20 eV
p-orbital crystal splitting: 1.00 eV
in-plane true-spin factor: 0.6147
true layer spin estimate, factor*p: 0.4918
every check passed
```
